\section*{Forces and Momentum Conservation in Electrostatic-Embedding QM/MM}

\section{Forces between a quantum region and classical charges}

Let a hydrogen fluoride molecule be treated quantum mechanically in the potential of a nearby classical charge. Its electrons and nuclei feel the charge directly. Suppose that the charge, in return, is pushed by the field of two atomic point charges, taken from a Mulliken population analysis, in place of the molecule. The two interactions are then no longer reciprocal. In the small-basis example worked out below, this substitution leaves a net force of $0.114$ nN on an isolated system at the starting geometry. The force varies between about $0.11$ and $0.17$ nN as the bond vibrates, and over $8$ fs it adds up to a momentum of $1.10\times10^{-24}$ kg\,m/s that nothing has supplied. The cure is to obtain every force from one energy function.

\subsection{The energy and its stationary form}

The quantum region contains nuclei $A$ with charges $Z_Ae$ at $\mathbf R_A$, and an even number of electrons. Classical charges $q_Me$ sit at $\mathbf R_M$. Here $e>0$, an electron has charge $-e$, and
\begin{equation}
k=\frac{e^2}{4\pi\varepsilon_0}. \label{k}
\end{equation}
The nuclei move classically on the Born--Oppenheimer ground-state surface. In electrostatic embedding the classical charges enter the electronic Hamiltonian, so that one electron has the operator
\begin{equation}
\hat h=-\frac{\hbar^2}{2m_e}\nabla^2+v(\mathbf r),\qquad
v(\mathbf r)=-k\sum_s\frac{z_s}{|\mathbf r-\mathbf R_s|}. \label{h}
\end{equation}
The index $s$ runs over nuclei and classical charges together, with $z_s=Z_A$ or $z_s=q_M$.

The electronic state is closed-shell Hartree--Fock with real orbitals $\psi_i=\sum_\mu C_{\mu i}\chi_\mu$. The functions $\chi_\mu$ are centred on the nuclei and move with them; none is attached to a classical charge. Define
\begin{equation}
D=2CC^{T},\quad n(\mathbf r)=\sum_{\mu\nu}D_{\mu\nu}\chi_\mu\chi_\nu,\quad S_{\mu\nu}=\langle\mu|\nu\rangle, \label{D}
\end{equation}
where $C$ holds the occupied orbitals and $n$ is the electron number density. With $(\mu\nu|\lambda\sigma)$ the repulsion integral, including $k$, between $\chi_\mu\chi_\nu$ and $\chi_\lambda\chi_\sigma$, the energy is
\begin{align}
E={}&\sum_{\mu\nu}D_{\mu\nu}h_{\mu\nu}
+\frac12\sum_{\mu\nu\lambda\sigma}D_{\mu\nu}D_{\lambda\sigma}
\left[(\mu\nu|\lambda\sigma)-\tfrac12(\mu\lambda|\nu\sigma)\right]\nonumber\\
&+\sum_{A<B}\frac{kZ_AZ_B}{|\mathbf R_A-\mathbf R_B|}
+\sum_{A,M}\frac{kZ_Aq_M}{|\mathbf R_A-\mathbf R_M|}+E_{\rm cl}. \label{E}
\end{align}
$E_{\rm cl}$ depends on the classical positions alone and is assumed unchanged when they are all shifted together.

The coefficients depend on the positions, but their derivatives are not needed. Orthonormality requires $C^TSC=1$. Introduce a symmetric matrix of multipliers $\epsilon_{ij}$ and
\begin{equation}
L=E-2\sum_{ij}\epsilon_{ij}\left(C^TSC-1\right)_{ij}. \label{L}
\end{equation}
Since the two-electron term is quadratic in $D$, its factor $\tfrac12$ disappears on differentiation, and $\partial E/\partial D_{\mu\nu}=f_{\mu\nu}$ with the Fock matrix
\begin{equation}
f_{\mu\nu}=h_{\mu\nu}+\sum_{\lambda\sigma}D_{\lambda\sigma}
\left[(\mu\nu|\lambda\sigma)-\tfrac12(\mu\lambda|\nu\sigma)\right]. \label{f}
\end{equation}
A change $dC$ gives $dD=2(dC\,C^T+C\,dC^T)$. Both terms contribute equally because $f$ is symmetric, so
\begin{equation}
\frac{\partial L}{\partial C_{\mu i}}=4(fC-SC\epsilon)_{\mu i}=0. \label{stat}
\end{equation}
These are the self-consistent equations. Along the solutions the constraint holds at every geometry, hence $L=E$. By the chain rule and (\ref{stat}), for any coordinate $X$,
\begin{equation}
\frac{dE}{dX}=\left.\frac{\partial L}{\partial X}\right|_{C,\epsilon}
=\left.\frac{\partial E}{\partial X}\right|_{D}-\sum_{\mu\nu}W_{\mu\nu}\frac{\partial S_{\mu\nu}}{\partial X},
\qquad W=2C\epsilon C^T. \label{grad}
\end{equation}
The force on a particle is minus this derivative with respect to its position.

\subsection{The force on a classical charge}

No basis function moves with $\mathbf R_M$, so $S$ does not depend on it. The part of (\ref{E}) that does, apart from $E_{\rm cl}$, is
\begin{equation}
E_M=-kq_M\int\frac{n(\mathbf r)}{|\mathbf r-\mathbf R_M|}\,d^3r
+kq_M\sum_A\frac{Z_A}{|\mathbf R_M-\mathbf R_A|}. \label{EM}
\end{equation}
By (\ref{grad}), $n$ is held fixed during differentiation. With
$\nabla_{\mathbf R}|\mathbf R-\mathbf r|^{-1}=-(\mathbf R-\mathbf r)/|\mathbf R-\mathbf r|^3$, the force is
\begin{equation}
\mathbf F_M=kq_M\left[\sum_A\frac{Z_A(\mathbf R_M-\mathbf R_A)}{|\mathbf R_M-\mathbf R_A|^3}
-\int n(\mathbf r)\frac{\mathbf R_M-\mathbf r}{|\mathbf R_M-\mathbf r|^3}\,d^3r\right]
-\nabla_M E_{\rm cl}. \label{FM}
\end{equation}
Write $k=e\cdot e/(4\pi\varepsilon_0)$ and keep one factor $e$ with $q_M$. The rest of the first term is Coulomb's law for the electric field $\boldsymbol{\mathcal E}$ of the nuclei and of the electronic charge density $-en$:
\begin{equation}
\mathbf F_M=q_Me\,\boldsymbol{\mathcal E}(\mathbf R_M)-\nabla_M E_{\rm cl}. \label{qE}
\end{equation}
A classical charge therefore feels the quantum electric field, even in a small basis. The density in (\ref{FM}) is the relaxed one, already polarized by the charges.

\subsection{Why polarization halves the energy but not the force}

Take a single classical charge $qe$ at fixed $\mathbf R_M$, and let $\phi(q)$ be the potential there due to nuclei and relaxed electrons. Equation (\ref{grad}) applies to the parameter $q$ as well, and (\ref{EM}) is linear in the explicit $q$, so $dE/dq=e\phi(q)$. Expanding $\phi(q)=\phi_0+\phi_1q+O(q^2)$ and integrating from zero gives
\begin{align}
E(q)-E(0)&=qe\phi_0+\tfrac12e\phi_1q^2+O(q^3)\nonumber\\
&=qe\phi_0+\tfrac12qe\left[\phi(q)-\phi_0\right]+O(q^3). \label{half}
\end{align}
The factor $\tfrac12$ reflects the energy cost of distorting the electrons. To second order in $q$, this cost cancels half of the energy gained from the induced potential.

To see how the full field returns in the force, let $qg(\mathbf r,\mathbf R)$ be the linear induced potential at $\mathbf r$ due to a charge at $\mathbf R$. For two charges, $e\phi(\mathbf R_1)=\partial E/\partial q_1$ when their direct interaction is left out of $E$. Equality of the mixed derivatives $\partial^2E/\partial q_1\partial q_2$ then requires $g(\mathbf R_1,\mathbf R_2)=g(\mathbf R_2,\mathbf R_1)$. The gradients with respect to the two arguments are thus equal when the arguments coincide, and
\begin{equation}
-\nabla_{\mathbf R}\left[\tfrac12q^2e\,g(\mathbf R,\mathbf R)\right]
=-q^2e\left.\nabla_{\mathbf r}g(\mathbf r,\mathbf R)\right|_{\mathbf r=\mathbf R}. \label{ghalf}
\end{equation}
Moving the charge changes both the place where the potential is felt and the place from which it is induced. The right side is $qe$ times the full induced field.

A distant charge gives a simple case. Let the molecule have isotropic polarizability $\alpha$, in the sense that a field $\mathcal E_q=qe/(4\pi\varepsilon_0r^2)$ induces a dipole $\alpha\mathcal E_q$. The polarization energy and the radial force on the charge are
\begin{equation}
U=-\frac{\alpha}{2}\frac{(qe)^2}{(4\pi\varepsilon_0)^2r^4},\qquad
-\frac{dU}{dr}=-\frac{2\alpha(qe)^2}{(4\pi\varepsilon_0)^2r^5}. \label{far}
\end{equation}
The axial field of the induced dipole has magnitude $2\alpha\mathcal E_q/(4\pi\varepsilon_0r^3)$ and points from the charge towards the molecule if $q>0$. Multiplication by $qe$ gives the same attraction, without a further half.

\subsection{The force on a quantum nucleus}

A nuclear position enters (\ref{E}) in two ways. It appears in the Coulomb operators, whose derivatives follow the pattern of (\ref{FM}) and give $Z_Ae\,\boldsymbol{\mathcal E}_{\rm tot}(\mathbf R_A)$. This field comes from the electrons, the other nuclei and the classical charges, and omits the field of nucleus $A$ itself.

The position also moves the basis functions centred on $A$. Such a function depends on $\mathbf r-\mathbf R_A$, so $\partial\chi_\mu/\partial\mathbf R_A=-\nabla\chi_\mu$. In the one-electron energy either factor of $\chi_\mu\chi_\nu$ may move, which gives a factor 2. In the two-electron energy any of four factors may move; the four contributions are equal by symmetry, and $4\times\tfrac12=2$. At fixed $D$ the basis motion thus contributes
\begin{equation}
\left.\frac{\partial E}{\partial\mathbf R_A}\right|_{\rm basis}
=-2\sum_{\mu\in A,\nu}D_{\mu\nu}\langle\nabla\mu|\hat f|\nu\rangle, \label{basis}
\end{equation}
where $\hat f$ is the Fock operator, including the classical charges. The overlap term in (\ref{grad}) contributes $+2\sum_{\mu\in A,\nu}W_{\mu\nu}\langle\nabla\mu|\nu\rangle$ to the derivative. Changing the sign of the sum gives the Pulay force:
\begin{align}
\mathbf F_A&=Z_Ae\,\boldsymbol{\mathcal E}_{\rm tot}(\mathbf R_A)+\mathbf F_A^{\rm P},\label{FA}\\
\mathbf F_A^{\rm P}&=2\sum_{\mu\in A,\nu}\left[
D_{\mu\nu}\langle\nabla\mu|\hat f|\nu\rangle-W_{\mu\nu}\langle\nabla\mu|\nu\rangle\right]. \label{P}
\end{align}

\subsection{Momentum and angular momentum}

Shift every nucleus and every classical charge by the same vector $\mathbf a$, keeping $C$ and $\epsilon$ fixed. The basis functions shift too. In each integral the substitution $\mathbf r=\mathbf r'+\mathbf a$ removes $\mathbf a$; for the overlap,
\begin{equation}
\int\chi_\mu(\mathbf r-\mathbf a)\chi_\nu(\mathbf r-\mathbf a)\,d^3r
=\int\chi_\mu(\mathbf r')\chi_\nu(\mathbf r')\,d^3r'. \label{shift}
\end{equation}
The same holds for the kinetic, Coulomb and repulsion integrals, since their operators depend on derivatives and relative positions. Hence $L$ is unchanged, and
\begin{equation}
0=\left.\frac{\partial L}{\partial\mathbf a}\right|_{C,\epsilon}
=\sum_s\frac{\partial L}{\partial\mathbf R_s}=-\sum_s\mathbf F_s. \label{sum}
\end{equation}
With $\mathbf P$ the total momentum of nuclei and classical particles, Newton's equations give $d\mathbf P/dt=\sum_s\mathbf F_s=0$. All classical charges must be free to move: one held in place transmits momentum to whatever holds it.

Equation (\ref{sum}) did not use (\ref{stat}). If the formulas for the forces are evaluated with unconverged orbitals, their sum still vanishes, although they are no longer the derivatives of the energy. A zero net force is necessary for correct forces, but not sufficient.

Rotation is more demanding. Under a small rotation $\boldsymbol\omega$ of all positions, the basis functions are carried along without being turned. If each angular shell is complete, a change $\delta C$ turns the orbitals with the system, and $L$ is then unchanged:
\begin{equation}
0=-\boldsymbol\omega\cdot\sum_s\mathbf R_s\times\mathbf F_s
+\sum_{\mu i}\frac{\partial L}{\partial C_{\mu i}}\delta C_{\mu i}. \label{rot}
\end{equation}
The torque vanishes when the last term does, which (\ref{stat}) ensures for converged orbitals. This assumes that $E_{\rm cl}$ is also rotationally invariant.

\subsection{What the Pulay force repairs}

Add the field forces on all nuclei and classical charges. Their mutual repulsions and attractions cancel in pairs, leaving the terms due to the electrons:
\begin{equation}
\sum_sz_se\,\boldsymbol{\mathcal E}_{\rm tot}(\mathbf R_s)
=-k\sum_sz_s\int n(\mathbf r)\frac{\mathbf R_s-\mathbf r}{|\mathbf R_s-\mathbf r|^3}\,d^3r
=\int n\nabla v\,d^3r. \label{field}
\end{equation}
The last step uses the gradient of $v$ in (\ref{h}). The result is minus the mean force on the electrons, as Newton's third law demands.

If the basis can represent displaced orbitals, replace each $\psi_i(\mathbf r)$ by $\psi_i(\mathbf r-\mathbf a)$ with nuclei and charges fixed. Kinetic energy, electron repulsion and orthonormality do not change. The remaining electronic energy becomes
\begin{equation}
\int n(\mathbf r-\mathbf a)v(\mathbf r)\,d^3r
=\int nv\,d^3r+\mathbf a\cdot\int n\nabla v\,d^3r+O(a^2). \label{virial}
\end{equation}
Stationarity for every direction of $\mathbf a$ makes $\int n\nabla v\,d^3r$ vanish. In a complete basis the field forces therefore balance by themselves. A finite set of atom-centred functions cannot in general follow the displacement, so the mean force on the electrons need not vanish. Equations (\ref{FA}), (\ref{sum}) and (\ref{field}) then give
\begin{equation}
\sum_A\mathbf F_A^{\rm P}=-\int n\nabla v\,d^3r. \label{repair}
\end{equation}
The Pulay force hands to the nuclei the force that acts on electrons tied to them by the basis.

\subsection{Hydrogen fluoride beside a point charge}

Place F at the origin, H at $(0,0,0.95)$ \AA, and a charge $+0.5e$, called M, at $(1.5,0,-2.0)$ \AA. The distance from M to F is $2.5$ \AA. The molecule is treated in the cc-pVDZ basis by restricted Hartree--Fock, a method that omits electron correlation. There is no short-range repulsion between M and the molecule, and $E_{\rm cl}=0$. All $y$ components vanish.

Analytic derivatives of the Gaussian integrals give the following $(x,z)$ components, in nN:
\begin{center}
\begin{tabular}{lrrr}
 & F & H & M\\
field, $x$ & $-4.4916$ & $-0.1735$ & $-0.2441$\\
Pulay, $x$ & $4.8429$ & $0.0664$ & $0$\\
total, $x$ & $0.3513$ & $-0.1072$ & $-0.2441$\\
field, $z$ & $-63.6257$ & $-1.6406$ & $0.2576$\\
Pulay, $z$ & $67.5234$ & $-2.5147$ & $0$\\
total, $z$ & $3.8977$ & $-4.1553$ & $0.2576$
\end{tabular}
\end{center}
Central differences of the total energy, with displacements of $0.001$ bohr and the orbitals reconverged each time, differ from the total forces by at most $2.7\times10^{-5}$ nN in any component.

Integrating the electron density numerically in Coulomb's law gives a field at M of $(-3.047,\,3.216)$ V/nm. Since $e\times1$ V/nm is $0.16022$ nN,
\begin{equation}
0.5\times0.16022\times(-3.047,\,3.216)=(-0.244,\,0.258)\ {\rm nN}, \label{number}
\end{equation}
which is the force on M in the table. It draws M towards the fluorine end. The digits belong to cc-pVDZ and are not converged in the basis: the force on M is $(-0.251,\,0.287)$ nN in aug-cc-pVTZ and $(-0.253,\,0.292)$ nN in aug-cc-pVQZ, $7$ to $9\%$ larger.

The total forces add to zero within rounding:
\begin{align}
x:&\quad0.3513-0.1072-0.2441=0.0000\ {\rm nN},\nonumber\\
z:&\quad3.8977-4.1553+0.2576=0.0000\ {\rm nN}. \label{balance}
\end{align}
The torque about F has only a $y$ component, $\sum_s(z_sF_{s,x}-x_sF_{s,z})$, where $x_s$ and $z_s$ are here coordinates. H contributes $0.95\times(-0.1072)=-0.102$ nN\,\AA. M contributes $(-2.0)(-0.2441)-1.5\times0.2576=0.102$ nN\,\AA, and the two cancel.

Stopping after two self-consistency cycles shows the difference between (\ref{sum}) and (\ref{rot}). The values below start from a guess built from minimal-basis atomic densities; other common guesses give force errors from $1$ to $19$ nN and torques from $1\times10^{-3}$ to $2\times10^{-2}$ nN\,nm, again with no net force. The net force is still only $1.2\times10^{-13}$ nN, yet the largest error of a force vector, relative to the energy differences, is $0.89$ nN. The torque rises to $2.0\times10^{-3}$ nN\,nm, from $4.1\times10^{-9}$ nN\,nm at convergence.

The field forces alone sum to $(-4.909,\,-65.009)$ nN, a magnitude of $65.2$ nN. This exceeds the physical forces by more than a factor of ten. The Pulay forces sum to $(4.909,\,65.009)$ nN and remove it, as (\ref{repair}) requires. In the larger, uncontracted cc-pVTZ basis the imbalance of the field forces falls to $10.1$ nN. Both changes matter: contracted cc-pVTZ gives $28.6$ nN and uncontracted cc-pVDZ $26.9$ nN, while adding diffuse functions to contracted cc-pVTZ only brings it to $27.9$ nN. It is smaller, but far from negligible.

Polarization can be isolated by computing the density without M. The potential at M changes from $-0.5718$ V for that density to $-0.6404$ V for the relaxed one. The estimate in the second line of (\ref{half}), without its remainder, is
\begin{equation}
\tfrac12\times0.5\times(-0.6404+0.5718)\ {\rm eV}=-0.01715\ {\rm eV}. \label{pol}
\end{equation}
The energy difference $E(q)-E(0)-qe\phi_0$ is $-0.01724$ eV. The two differ by about $0.5\%$ of this value. The difference arises from terms beyond second order in $q$, which the factor $\tfrac12$ does not weight correctly. With the unpolarized density the force on M would be $(-0.2149,\,0.2269)$ nN, about $12\%$ weaker than with the relaxed density. Lacking diffuse functions, cc-pVDZ gives only about half of the polarization. In aug-cc-pVTZ the potential at M changes from $-0.551$ to $-0.689$ V, the polarization energy is $-0.034$ eV and the unpolarized force is $23\%$ weaker; aug-cc-pVQZ gives $-0.036$ eV and $24\%$.

\subsection{A broken reaction force and its effect on dynamics}

The substitution described at the start uses Mulliken charges,
\begin{equation}
Q_A=Z_A-\sum_{\mu\in A,\nu}D_{\mu\nu}S_{\mu\nu}, \label{mull}
\end{equation}
in units of $e$. They are $-0.296$ on F and $+0.296$ on H. Coulomb's law with these charges gives M a force of $(-0.1867,\,0.1593)$ nN. If F and H keep their forces from the table, the net force is the change made at M:
\begin{equation}
(-0.1867+0.2441,\;0.1593-0.2576)=(0.0574,\,-0.0983)\ {\rm nN}. \label{gap}
\end{equation}
Its magnitude is $0.114$ nN, or $32\%$ of the correct force on M. Mulliken charges depend strongly on the basis, and so does this size: the charge on F is $-0.409$ in cc-pVTZ and $-0.428$ in aug-cc-pVTZ, with net forces of $0.049$ nN ($13\%$) and $0.060$ nN ($16\%$). The fault lies in combining two interactions: the substituted force is not a derivative of the $L$ that moves the molecule. It also spoils energy conservation, because the total energy changes at the rate $\Delta\mathbf F_M\cdot\mathbf V_M$, where $\Delta\mathbf F_M$ is the error of the force and $\mathbf V_M$ the velocity of M.

For the dynamics, M is given a mass of $20$ u, and all particles start at rest with the correct forces. The velocity Verlet method changes the total momentum in a step $\Delta t$ by
\begin{equation}
\mathbf P_{j+1}-\mathbf P_j=\frac{\Delta t}{2}\sum_s\left(\mathbf F_{s,j}+\mathbf F_{s,j+1}\right)=0, \label{verlet}
\end{equation}
so a finite time step does not damage momentum conservation. Over 40 steps of $0.2$ fs, the momentum of H reaches $5.60\times10^{-24}$ kg\,m/s and that of M reaches $2.76\times10^{-24}$ kg\,m/s. The total stays below $10^{-36}$ kg\,m/s. The total energy, which (\ref{verlet}) does not protect, departs from its initial value by at most $3.9\times10^{-4}$ eV, or $0.6\%$ of the largest kinetic energy.

Integrating the net force of the Mulliken substitution along this same path gives the $1.10\times10^{-24}$ kg\,m/s quoted at the start. That is $40\%$ of the largest momentum acquired by M.

\subsection{Extensions and limits}

A short-range pair energy $u(|\mathbf R_A-\mathbf R_M|)$ may be added to (\ref{E}). Its gradients with respect to $\mathbf R_A$ and $\mathbf R_M$ are opposite, so (\ref{sum}) survives. Such a term matters at close approach, where point-charge electrostatics lacks the repulsion between electron clouds. A positive point charge also offers electrons an attractive Coulomb well, which a flexible basis may let them occupy.

Replacing the point by a rigid spherical charge cloud softens that well. The force then becomes the quantum field integrated over the cloud, and translation invariance remains. What must be preserved in any such change is the common origin of the forces: each modification of the interaction has to enter the energy once, and be differentiated with respect to every position on which it depends.
